# Trace map and total bandwidth of the diagonal Fibonacci chain

## The model

An electron moves on a chain with equal hopping $t$ and two site energies. Energies are measured in units of $t$, the natural unit here, so that

$$\psi_{n+1}+\psi_{n-1}+V_n\psi_n=E\psi_n .$$

The site energy is $V_n=0$ on a letter $b$ and $V_n=\lambda\ge 0$ on a letter $a$. The letters follow the words $w_0=b$, $w_1=a$, $w_{k+1}=w_kw_{k-1}$, whose lengths obey $F_0=F_1=1$, $F_{k+1}=F_k+F_{k-1}$. Interactions and temperature are left out, and the parameters below are round model values, not those of a material.

Let $M_k(E)$ be the transfer matrix across $w_k$ and $x_k=\tfrac12\operatorname{tr}M_k$. The $k$-th approximant is the infinite chain that repeats $w_k$. Its spectrum is $\sigma_k$, and its total bandwidth $B_k$ is the total length of $\sigma_k$ on the energy axis. A prime denotes $d/dE$.

## Part (a): the map and its invariant

**Question.** Find the recursion obeyed by $x_k$ and its starting values. Find a quantity $I$, built from three consecutive traces, that the recursion conserves. Iterate the map for $\lambda=8$, $E=0$.

**Answer.** One site gives

$$\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}=\begin{pmatrix}E-V_n&-1\\1&0\end{pmatrix}\begin{pmatrix}\psi_n\\ \psi_{n-1}\end{pmatrix},$$

a matrix of determinant 1. Later sites multiply from the left, so $w_{k+1}=w_kw_{k-1}$ becomes $M_{k+1}=M_{k-1}M_k$. For determinant 1, the Cayley–Hamilton theorem reads $M+M^{-1}=(\operatorname{tr}M)\,\mathbb 1$. Apply it to $M_{k-1}$, multiply by $M_k$ on the right and take the trace:

$$2x_{k+1}+\operatorname{tr}(M_{k-1}^{-1}M_k)=4x_{k-1}x_k .$$

Since $M_k=M_{k-2}M_{k-1}$, cyclic invariance turns the second term into $\operatorname{tr}M_{k-2}=2x_{k-2}$. Hence

$$x_{k+1}=2x_kx_{k-1}-x_{k-2}.$$

The single-site words give $x_0=E/2$ and $x_1=(E-\lambda)/2$. A third value follows by extending the matrix recursion backwards:

$$M_{-1}=M_1M_0^{-1}=\begin{pmatrix}E-\lambda&-1\\1&0\end{pmatrix}\begin{pmatrix}0&1\\-1&E\end{pmatrix}=\begin{pmatrix}1&-\lambda\\0&1\end{pmatrix},\qquad x_{-1}=1 .$$

For the invariant, write $a=x_{k-1}$, $b=x_k$, $p=x_{k-2}$ and $q=x_{k+1}$. The map says $p+q=2ab$: it exchanges the two roots of a quadratic whose linear coefficient is $-2ab$. This suggests

$$I=x_{k+1}^2+x_k^2+x_{k-1}^2-2x_{k+1}x_kx_{k-1}-1 .$$

With $q$ as the third member, $I=a^2+b^2-1+q(q-2ab)=a^2+b^2-1-qp$. With $p$ in its place, $I=a^2+b^2-1+p(p-2ab)=a^2+b^2-1-pq$. The two agree, so $I$ is conserved. The first triple gives its value:

$$I=1+x_0^2+x_1^2-2x_0x_1-1=(x_0-x_1)^2=\lambda^2/4 ,$$

which does not depend on energy.

For $\lambda=8$, $E=0$ the start is $1,0,-4$. Then $x_2=2(-4)(0)-1=-1$, $x_3=2(-1)(-4)-0=8$, $x_4=2(8)(-1)+4=-12$, $x_5=2(-12)(8)+1=-191$ and $x_6=2(-191)(-12)-8=4576$. The triple $(-1,8,-12)$ gives $1+64+144-192-1=16=\lambda^2/4$. The traces run away while the invariant stays fixed.

## Part (b): bands of an approximant

**Question.** Characterize $\sigma_k$ by $x_k$. Show that it consists of $F_k$ bands, which may touch, and bound the width of each through $x_k'$.

**Answer.** A Bloch state gains a factor $e^{i\theta}$ across a cell, so $M_k$ has eigenvalues $e^{\pm i\theta}$ and $x_k(E)=\cos\theta$. Thus $\sigma_k=\{E:|x_k(E)|\le1\}$.

Fix $0<\theta<\pi$. The Bloch Hamiltonian is a Hermitian $F_k\times F_k$ matrix with $F_k$ real eigenvalues. They are distinct, because $e^{i\theta}\ne e^{-i\theta}$ leaves one eigenvector of $M_k$ for the factor $e^{i\theta}$ at each energy. So $x_k(E)=\cos\theta$ has $F_k$ distinct real roots. The polynomial $x_k$ has leading term $E^{F_k}/2$ and hence degree $F_k$. These are therefore all its roots, each is simple, and $x_k'\neq0$ wherever $|x_k|<1$.

The set $|x_k|<1$ thus splits into $F_k$ intervals, on each of which $x_k$ runs monotonically between $-1$ and $1$. For a band of width $w$, $2=\int|x_k'|\,dE$ over the band, and so

$$\frac{2}{\max|x_k'|}\le w\le\frac{2}{\min|x_k'|}.$$

## Part (c): can the bandwidth shrink exponentially with length?

**Question.** Call a trace small if $|x_j|\le1$ and large otherwise. Show that for $E\in\sigma_k$ no two neighbours among $x_{-1},\dots,x_k$ are both large. Deduce a lower bound on $B_k$ and answer the question in the heading.

**Answer.** Suppose two neighbours are large, and take the first such pair $x_j,x_{j+1}$. Because $x_{-1}=1$ is small, the pair has a predecessor, and $x_{j-1}$ is small. Then

$$|x_{j+2}|\ge2|x_{j+1}x_j|-|x_{j-1}|>|x_{j+1}x_j| ,$$

since $|x_{j+1}x_j|>1\ge|x_{j-1}|$. The next step gives $|x_{j+3}|\ge2|x_{j+2}x_{j+1}|-|x_j|>|x_{j+2}x_{j+1}|$, because $|x_{j+2}|>|x_j|$. The argument repeats, so every later trace is large. This contradicts $|x_k|\le1$. At $E=0$, $\lambda=8$, the pair $8,-12$ shows the escape: $E=0$ lies outside $\sigma_k$ for all $k\ge3$.

On $\sigma_k$, a large trace $y$ therefore sits between small traces $a$ and $b$. Solving the invariant as a quadratic in $y$,

$$y=ab\pm\sqrt{I+(1-a^2)(1-b^2)} .\tag{1}$$

Use $\sqrt{u+v}\le\sqrt u+\sqrt v$, and $|ab|+\sqrt{(1-a^2)(1-b^2)}\le1$, which is the Cauchy–Schwarz inequality for two unit vectors. Then $|y|\le1+\lambda/2$.

Now differentiate the map:

$$x_{j+1}'=2x_{j-1}x_j'+2x_jx_{j-1}'-x_{j-2}' .$$

At most one of $x_j,x_{j-1}$ is large, so $|x_j|+|x_{j-1}|\le2+\lambda/2$. If $D_j$ is the largest $|x_i'|$ with $i\le j$, then $D_{j+1}\le[2(2+\lambda/2)+1]D_j=(\lambda+5)D_j$. With $D_1=\tfrac12$, this gives $|x_k'|\le\tfrac12(\lambda+5)^{k-1}$ on $\sigma_k$. Each band is at least $4(\lambda+5)^{-(k-1)}$ wide, and there are $F_k$ of them:

$$B_k\ge4F_k(\lambda+5)^{-(k-1)},\qquad k\ge1 .$$

To convert $k$ into length, let $\varphi=(1+\sqrt5)/2$. From $\varphi^2=\varphi+1$ and the recursion for $F_k$, induction gives $\varphi^{k-1}\le F_k\le\varphi^k$. Hence

$$B_k\ge4F_k^{\,1-\ln(\lambda+5)/\ln\varphi} .$$

The answer is no, for every $\lambda\ge0$. Each concatenation multiplies the largest slope so far, $D_j$, by at most a constant, but it also multiplies the length by about $\varphi$. An exponential in $k$ is a power of $F_k$.

Physically, a band's width is the energy shift produced by changing the phase across the cell from $0$ to $\pi$. States localized within a fixed length $\xi$ much shorter than the cell would be expected to shift by amounts of order $e^{-F_k/\xi}$. The bound excludes such a law for the approximants. It does not by itself classify the eigenstates of the infinite chain.

## Part (d): does it shrink at all?

**Question.** For $\lambda=0$, find $B_k$. For $\lambda\ge8$, show that successive small traces have slopes growing by at least a fixed factor $s$, and obtain an upper bound on $B_k$ that is a decreasing power of length.

**Answer.** For $\lambda=0$ put $E=2\cos q$. The chain is uniform, $x_k=\cos(F_kq)$ and $I=0$. All energies from $-2$ to $2$ are allowed, so $B_k=4$ and nothing shrinks. Some condition on $\lambda$ is needed.

Let $\lambda\ge8$ and $E\in\sigma_k$. Equation (1) holds for any member $y$ of a consecutive triple whose other members $a,b$ are small. It gives two facts.

*Size.* $|y|\ge\sqrt I-|ab|\ge\lambda/2-1\ge3$. Three consecutive traces are therefore never all small.

*Slope.* With $S=\sqrt{I+(1-a^2)(1-b^2)}\ge\lambda/2\ge4$,

$$\left|\frac{\partial y}{\partial a}\right|=\left|b\mp\frac{a(1-b^2)}{S}\right|\le|b|+\frac{(1-|b|)(1+|b|)}{S}\le1 ,$$

because $(1+|b|)/S\le1$. The same holds for $b$, so $|y'|\le|a'|+|b'|$.

Let $i<j<m$ be successive small indices. By part (c), neighbouring small indices differ by at most 2. I claim

$$|x_m'|\ge(\lambda-4)|x_j'|-3|x_i'| .\tag{2}$$

*Pattern 1: $m=j+1$.* Then $x_{j-1}$ is large and $i=j-2$. Differentiating $x_m=2x_jx_{j-1}-x_i$ and using both facts for $y=x_{j-1}$,

$$|x_m'|\ge(\lambda-2)|x_j'|-2(|x_j'|+|x_i'|)-|x_i'| ,$$

which is (2).

*Pattern 2: $m=j+2$, $i=j-1$.* Now $x_m=2x_{j+1}x_j-x_i$, and $y=x_{j+1}$ completes a triple with the small $x_j,x_i$. The same estimate applies.

*Pattern 3: $m=j+2$, $i=j-2$.* Put $y=x_{j-1}$, which is large. Inserting $x_{j+1}=2x_jy-x_i$ into $x_m=2x_{j+1}x_j-y$,

$$x_m=(4x_j^2-1)y-2x_jx_i .$$

Since $x_m,x_j,x_i$ are small, $|4x_j^2-1||y|\le3$, and $|y|\ge3$ gives $|4x_j^2-1|\le1$. The derivative is

$$x_m'=(8x_jy-2x_i)x_j'+(4x_j^2-1)y'-2x_jx_i' .$$

Here $2x_jy=x_{j+1}+x_i$, and $|x_{j+1}|\ge\lambda/2-1$ because $x_j$ and $x_m$ are small. Thus $|8x_jy|\ge4(\lambda/2-2)=2\lambda-8$, and

$$|x_m'|\ge(2\lambda-10)|x_j'|-(|x_j'|+|x_i'|)-2|x_i'|=(2\lambda-11)|x_j'|-3|x_i'| .$$

For $\lambda\ge7$ this implies (2).

Now let $s$ be the larger root of $s=\lambda-4-3/s$:

$$s=\tfrac12\left[\lambda-4+\sqrt{(\lambda-4)^2-12}\right].$$

It equals 3 at $\lambda=8$ and increases with $\lambda$. If $|x_j'|\ge s|x_i'|$, then (2) gives $|x_m'|\ge(\lambda-4-3/s)|x_j'|=s|x_j'|$. The property passes along the orbit once it holds at the start.

For the start, $x_0$ and $x_1$ cannot both be small, as $|x_0-x_1|=\lambda/2>2$; nor can both be large, by part (c). If $x_1$ is small, the first pair is $i=-1$, $j=1$, with $x_{-1}'=0$ and $x_1'=\tfrac12$. If $x_0$ is small, then $x_1$ is large and $x_2$ is small. From $x_2=2x_1x_0-1$ and $x_0'=x_1'=\tfrac12$ we get $x_2'=x_0+x_1=E-\lambda/2$. With $|E|\le2$ this gives $|x_2'|\ge\lambda/2-2\ge s/2=s|x_0'|$, because $s\le\lambda-4$.

Reaching $k$ from index 0 or 1 takes at least $(k-1)/2$ steps between small traces, so $|x_k'|\ge\tfrac12s^{(k-1)/2}$. By part (b) each band is at most $4s^{-(k-1)/2}$ wide, and with $F_k\le\varphi^k$

$$B_k\le4F_ks^{-(k-1)/2}\le4\sqrt s\,F_k^{\,1-\ln s/(2\ln\varphi)} .$$

The exponent is negative because $s\ge3>\varphi^2\approx2.618$. For $\lambda\ge8$ the bandwidth therefore vanishes with length, confined between two powers. This does not prove that $B_k$ follows one limiting exponent, and the constants above were chosen for $\lambda\ge8$. The same estimates stretch only slightly lower, since $s>\varphi^2$ requires $\lambda>7.76$, and they say nothing about shrinking for smaller positive $\lambda$.

## Part (e): reading numerical bandwidths

**Question.** Diagonalizing the Bloch Hamiltonian at $\theta=0$ and $\pi$ gives these total bandwidths, in units of $t$:

| $F_k$ | $B_k$, $\lambda=2$ | $B_k$, $\lambda=8$ |
|---|---|---|
| 5 | 1.4269 | $1.734\times10^{-1}$ |
| 21 | 0.5871 | $1.248\times10^{-2}$ |
| 89 | 0.2380 | $7.640\times10^{-4}$ |
| 377 | 0.0967 | $4.893\times10^{-5}$ |

Compare a power law with an exponential, and compare the $\lambda=8$ data with the bounds.

**Answer.** For a power law $B\propto F^{-\delta}$, the local exponent between two lengths should be steady. For $\lambda=8$ and the last two rows,

$$\delta=\frac{\ln(7.640\times10^{-4}/4.893\times10^{-5})}{\ln(377/89)}=\frac{2.748}{1.444}=1.90 .$$

The three intervals give $1.83$, $1.93$ and $1.90$. For $\lambda=2$ they give $0.619$, $0.625$ and $0.624$. Between neighbouring cell sizes the $\lambda=8$ exponent alternates more strongly: $1.61$ and $2.11$ for 5 to 8 and 8 to 13 sites, damping to $1.93$ and $1.90$ for 144 to 233 and 233 to 377 sites.

For an exponential, the decay rate per site should be steady instead. At $\lambda=8$ it falls from $0.164$ to $0.041$ to $0.0095$. An exponential fixed on the first two rows would predict, at 377 sites,

$$1.248\times10^{-2}\,e^{-0.1645\times356}\approx5\times10^{-28} ,$$

against the computed $4.9\times10^{-5}$. At $\lambda=2$ it would predict $1.5\times10^{-9}$ against $0.097$. Over this range the data follow a power law closely, including at $\lambda=2$, where the upper bound of part (d) is not available. There the power-law decay is numerical evidence, not a proof.

At $\lambda=8$, $s=3$, and the proved decay exponents are

$$\frac{\ln3}{2\ln\varphi}-1=0.14\qquad\text{and}\qquad\frac{\ln13}{\ln\varphi}-1=4.33 .$$

The value $1.90$ lies well inside. The bounds are loose: at 377 sites they read $6.5\times10^{-11}\le B_k\le2.07$. One source of slack is $s$. In the 55-site cell, sampled in every band at $\theta=0.3,1.2,2.0,2.9$, the smallest ratio of successive nonzero small-trace slopes was $8.0$, not 3. Other phases can give slightly smaller ratios. If a factor close to 8 held at every level, the weaker exponent would rise to about $\ln8/(2\ln\varphi)-1=1.16$. Even that estimate assigns to every band the smallest ratio at every step and the slowest pace, one step per two concatenations, so it too can lie below the observed exponent. In that cell the two do not occur together: ratios near 8 come from patterns 1 and 2, while pattern 3 steps gain about 13.5 or more.

The widest band of that cell contains an energy that does take one step per two concatenations, although each step multiplies its slope by about 14 to 15.5 rather than 8. At $E=7.19278438$, where $\theta=\pi/2$ (the digits matter, because $x_9$ is very steep in $E$), the traces from $x_{-1}$ to $x_9$ are

$$1,\;3.596,\;-0.404,\;-3.903,\;-0.446,\;3.883,\;0.441,\;3.869,\;-0.472,\;-4.096,\;0 .$$

Large and small alternate, which is pattern 3, and the large values stay between the proved limits 3 and 5. The invariant remains 16 to within $10^{-14}$. At $E=0$ the same invariant accompanied an escaping orbit, so conservation alone does not keep an orbit bounded.

The bounds rest on the concatenation rule, which supplies the three-term map and the escape argument. A random sequence of the same letters has no such map, and the derivation does not carry over to it. The complete bandwidth table is in the numerical output.

## Calculated quantities

```
Energies and bandwidths in units of the hopping t; lengths in sites
lam=8, E=0: x_-1..x_6 = 1, 0, -4, -1, 8, -12, -191, 4576
  invariant of its last three traces = 16
lam=8, widest band of 55-site cell, theta=pi/2: E = 7.19278438 t
  x_-1..x_4 = 1.0000, 3.5964, -0.4036, -3.9031, -0.4458, 3.8834
  x_5..x_9  = 0.4408, 3.8693, -0.4723, -4.0960, -0.0000
  largest deviation of invariant from 16 = 7.1e-15
lam=8: s = 3.0000, smallest slope ratio found = 8.0047
lam=10: s = 5.4495, smallest slope ratio found = 10.0040
lam=8: largest |x_j| found = 4.5872, bound = 5.0000
k, F_k, B_k(lam=2), B_k(lam=8), lower and upper bound (lam=8)
 1    1 4.000000 4.000000e+00 4.000e+00 4.000e+00
 2    2 2.472136 9.442719e-01 6.154e-01 4.619e+00
 3    3 2.000000 5.498344e-01 7.101e-02 4.000e+00
 4    5 1.426932 1.734260e-01 9.103e-03 3.849e+00
 5    8 1.075355 8.123011e-02 1.120e-03 3.556e+00
 6   13 0.789333 2.920286e-02 1.401e-04 3.336e+00
 7   21 0.587056 1.248318e-02 1.740e-05 3.111e+00
 8   34 0.433813 4.756042e-03 2.167e-06 2.908e+00
 9   55 0.321555 1.954622e-03 2.697e-07 2.716e+00
10   89 0.238000 7.639799e-04 3.357e-08 2.537e+00
11  144 0.176279 3.086616e-04 4.178e-09 2.370e+00
12  233 0.130521 1.220021e-04 5.200e-10 2.214e+00
13  377 0.096656 4.892564e-05 6.473e-11 2.069e+00
lam=0, F=377: B = 4.000000 t
lam=2, F=5 to 21: power exponent = 0.6189, rate per site = 5.551e-02
lam=2, F=21 to 89: power exponent = 0.6252, rate per site = 1.328e-02
lam=2, F=89 to 377: power exponent = 0.6242, rate per site = 3.129e-03
lam=2: exponential law fixed on F=5 and 21 gives B(377) = 1.54e-09 t
lam=8, F=5 to 21: power exponent = 1.8336, rate per site = 1.645e-01
lam=8, F=21 to 89: power exponent = 1.9345, rate per site = 4.108e-02
lam=8, F=89 to 377: power exponent = 1.9037, rate per site = 9.542e-03
lam=8: exponential law fixed on F=5 and 21 gives B(377) = 4.67e-28 t
lam=8: proved decay exponents bracket: 0.1415 to 4.3302
```
